# Rice's formula for the density of pinches in Gaussian rough lines, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The pinch density and its proof

### What the width distribution leaves out

A printed line with rough edges fails where its width falls to zero. Suppose that the width is Gaussian with mean 10 nm and standard deviation 1.5 nm. The Gaussian tail then says that a fraction $1.31\times10^{-11}$ of the line lies below zero width. This fraction is not yet a number of defects. The same total length below zero could belong to a few long gaps or to many short ones, and a circuit cares about their number.

To turn the fraction into a count one must divide it by the length of a gap. If the correlation length of the edge noise, 20 nm in the example of Part II, is used for that length, the count comes out too small by a factor of 4.3, because the mean gap is 4.67 nm long. The missing information is how steeply the width varies along the line. Rice's formula supplies it through a second variance, that of the slope of the width.

### Setting and assumptions

Let $x$ be the position along the line and write the local width as

$$w(x)=W+d(x),\qquad W>0 .$$

The mean width $W$ is also the distance to the zero-width threshold. The assumptions on the fluctuation $d$ are these.

1. $d$ is a Gaussian process with zero mean: its values at any finite set of positions are jointly Gaussian.
2. $d$ is stationary, with autocovariance $C(\tau)=\langle d(x)d(x+\tau)\rangle$ and variance $s_w^2=C(0)>0$.
3. The paths $d(x)$ are continuous, and the slope variance $s_p^2$, defined in Lemma 2, is finite and positive.

Angle brackets denote the average over an ensemble of lines. The spectrum $S(k)\ge0$ is two-sided and normalized by

$$C(\tau)=\int_{-\infty}^{\infty}S(k)\cos(k\tau)\,\frac{dk}{2\pi}.$$

A Gaussian variable can be negative, but a width cannot. Negative $w$ means here that the two edges, each extrapolated as if the other were absent, have crossed. The material between them is then missing.

A pinch is a stretch of negative width, counted at its entry, where $w$ passes from positive to negative. To make the count definite for every continuous path, let $N$ be the largest number of pairs

$$a_1<b_1<a_2<b_2<\dots$$

in the segment $[0,L]$ with $w(a_i)>0$ and $w(b_i)<0$. With this definition a path that touches zero without changing sign neither creates a pinch nor splits one in two.

### From two edges to one width

**Lemma 1.** Let $e_R$ and $e_L$ be the displacements of the right and left edges, both measured along the same transverse axis. Let each have autocovariance $C_e(\tau)$ with variance $s_e^2=C_e(0)$, and let their cross-covariance be $c\,C_e(\tau)$ at all lags. Then

$$C(\tau)=2(1-c)\,C_e(\tau),\qquad s_w^2=2(1-c)\,s_e^2 .$$

*Proof.* The width fluctuation is $d=e_R-e_L$. Multiplying out the product of two such differences gives

$$\langle d(x)d(x+\tau)\rangle=\langle e_Re_R'\rangle+\langle e_Le_L'\rangle-\langle e_Re_L'\rangle-\langle e_Le_R'\rangle ,$$

where the prime marks the position $x+\tau$. The first two terms are each $C_e(\tau)$, and the last two are each $-c\,C_e(\tau)$. Their sum is the stated result, and $\tau=0$ gives the variance. $\square$

For $c>0$ the edges tend to move together. The line then wiggles as a whole and its width varies less. For $c=1$ the width is constant and no pinch occurs, however rough each edge is. Edge roughness alone therefore does not fix the pinch density.

### The slope variance

**Lemma 2.** Define the slope variance by

$$s_p^2=\int_{-\infty}^{\infty}k^2S(k)\,\frac{dk}{2\pi}.$$

If it is finite, the difference quotient $[d(x)-d(x+h)]/h$ has a variance $\sigma_h^2$ that satisfies $\sigma_h^2\le s_p^2$ and tends to $s_p^2$ as $h\to0$.

*Proof.* By stationarity the variance of the difference is $2C(0)-2C(h)$. Inserting the spectrum and using $1-\cos kh=2\sin^2(kh/2)$,

$$\sigma_h^2=\frac{2[C(0)-C(h)]}{h^2}
=\int k^2S(k)\left[\frac{\sin(kh/2)}{kh/2}\right]^2\frac{dk}{2\pi}.$$

The squared bracket lies between 0 and 1, which gives the bound. It tends to 1 at each fixed $k$. Since the integrand never exceeds the integrable function $k^2S(k)$, the limit may be taken under the integral. $\square$

Expanding the left-hand side shows that $C(h)=s_w^2-s_p^2h^2/2$ up to terms smaller than $h^2$. Thus $s_p^2=-C''(0)$: the slope variance is the curvature of the autocovariance at its peak, taken with the opposite sign. It is dimensionless, because it is a width per length, squared.

### Counting on a grid

**Lemma 3.** Divide $[0,L]$ into $2^j$ steps of length $h=L/2^j$. Let $N_h$ be the number of steps with positive width at the left end and negative width at the right end. Then, with probability one, $N_h$ rises to $N$ as $j\to\infty$, and

$$\langle N\rangle=\lim_{h\to0}\frac{L}{h}\,P_h,\qquad P_h=P\big[w(0)>0,\;w(h)<0\big].$$

*Proof.* The width at any given grid point is zero with probability zero, and there are countably many grid points, so zeros on the grid can be ignored. Halve a step that goes from positive to negative. If the midpoint is positive, the right half goes from positive to negative; if it is negative, the left half does. A counted step is never lost, so $N_h$ cannot decrease under refinement.

The counted steps provide pairs of the kind used to define $N$, hence $N_h\le N$. Conversely, take any $m$ such pairs $a_i<b_i$. By continuity each point can be moved to a nearby grid point, on a fine enough grid, without changing the sign of $w$ or the order of the points. Between the moved $a_i$ and $b_i$ the grid values must pass at least once from positive to negative, so $N_h\ge m$. Therefore $N_h$ rises to $N$.

For a rising sequence of non-negative counts the averages converge to the average of the limit. By stationarity each of the $L/h$ steps contributes the same probability $P_h$, which gives the formula. $\square$

### Rice's formula

**Theorem.** Under assumptions 1 to 3 the mean number of pinches per unit length, $n=\langle N\rangle/L$, is

$$\boxed{\,n=\frac{1}{2\pi}\,\frac{s_p}{s_w}\,\exp\!\left(-\frac{W^2}{2s_w^2}\right)}$$

*Proof.* By Lemma 3 we need $P_h/h$ for small $h$. Introduce the mean and the downward slope over one step,

$$M=\frac{w(0)+w(h)}{2},\qquad D=\frac{w(0)-w(h)}{h}.$$

Their covariance is

$$\mathrm{cov}(M,D)=\frac{\mathrm{var}\,w(0)-\mathrm{var}\,w(h)}{2h}=0,$$

because the cross terms cancel and both variances equal $s_w^2$. Jointly Gaussian variables with zero covariance are independent, so $M$ and $D$ are independent at every $h$.

Solving for the end values gives $w(0)=M+hD/2$ and $w(h)=M-hD/2$. The step is counted if the first is positive and the second negative, that is, if

$$-\frac{hD}{2}<M<\frac{hD}{2},$$

which requires $D>0$. For a given $D>0$ the mean $M$ must therefore fall in a window of width $hD$ around zero. If $p_M$ is the density of $M$, and $\bar p_M$ its average over this window, then

$$\frac{P_h}{h}=\big\langle D^+\,\bar p_M\big\rangle,\qquad D^+=\max(D,0).$$

The variable $M$ has mean $W$ and variance $[s_w^2+C(h)]/2$, which tends to $s_w^2$. The variable $D$ has mean zero and variance $\sigma_h^2$, which tends to $s_p^2$ by Lemma 2. Write $D=\sigma_hZ$ with a standard normal $Z$. For each $Z$ the window shrinks to zero and $\bar p_M$ tends to the density of $w$ at zero. Moreover $\bar p_M$ stays below a constant and $D^+\le s_p|Z|$, whose average is finite, so the limit may be taken inside the average:

$$n=p_w(0)\;s_p\,\langle Z^+\rangle .$$

The two factors are

$$p_w(0)=\frac{1}{\sqrt{2\pi}\,s_w}\,e^{-W^2/2s_w^2},$$

$$\langle Z^+\rangle=\int_0^\infty z\,\frac{e^{-z^2/2}}{\sqrt{2\pi}}\,dz=\frac{1}{\sqrt{2\pi}}\Big[-e^{-z^2/2}\Big]_0^\infty=\frac{1}{\sqrt{2\pi}} .$$

Their product with $s_p$ is the stated formula. $\square$

**Remark (meaning of the factors).** The density $p_w(0)$ says how often the width is near zero. The factor $s_p/\sqrt{2\pi}$ is the downward slope averaged over all points, with upward slopes counted as zero. The reduced distance

$$u=W/s_w$$

enters through the exponential, whereas the slope variance enters only through the prefactor. No condition of large $u$ was used. Nor was it assumed that different pinches are independent, since the average of a sum needs no independence.

**Remark (limits).** As $s_p\to0$ at fixed $s_w$, each line has a nearly uniform width and $n\to0$. Some lines are then missing over long stretches, which is a different failure from many short pinches. As $W\to0$ the density reaches its largest value, $s_p/(2\pi s_w)$. If the mean width varies along the line, the two variances in the covariance still cancel, but $D$ acquires a mean and $W$ depends on position; the stated formula then no longer applies as it stands.

### When the slope variance is infinite

Consider the autocovariance $C(\tau)=s_w^2e^{-|\tau|/X}$, with correlation length $X$. It has a cusp at $\tau=0$, so assumption 3 fails. Lemma 3 and the expression for $P_h/h$ still hold, now with

$$\sigma_h^2=\frac{2s_w^2(1-e^{-h/X})}{h^2}\simeq\frac{2s_w^2}{Xh}.$$

The window width is of order $h\sigma_h\propto\sqrt h$ and still shrinks to zero. The density counted on the grid is therefore

$$\frac{P_h}{h}\simeq p_w(0)\,\frac{\sigma_h}{\sqrt{2\pi}}=\frac{1}{2\pi}\sqrt{\frac{2}{Xh}}\;e^{-u^2/2}.$$

It grows as $h^{-1/2}$ without limit, so the mean number of pinches is infinite. For $u=6.667$ and $X=20$ nm, refining the step from 0.001 nm to 0.00025 nm multiplies the directly integrated density by 2.0003, against the limiting factor $\sqrt4=2$. A pinch density for such a line has no meaning until a physical smoothing length is specified.

Measurement raises a related difficulty. If each sampled width carries independent noise of variance $s_n^2$, the difference quotient gains the variance $2s_n^2/h^2$. A slope variance taken from raw samples thus grows as the sampling step is reduced, and the noise must be removed first.

### Length of a pinch and failure of a segment

Let $\varphi(u)=e^{-u^2/2}/\sqrt{2\pi}$, and let $\Phi(-u)=\int_u^\infty\varphi(t)\,dt$ be the probability that $w<0$ at a given point.

**Corollary 1.** The mean length below zero per pinch, defined as the ratio of the two ensemble means, is

$$\ell=\frac{\Phi(-u)}{n},\qquad \ell\to\frac{\sqrt{2\pi}\,s_w}{u\,s_p}\quad(u\to\infty).$$

*Proof.* The mean length below zero per unit length is $\Phi(-u)$, and dividing by $n$ gives $\ell$. For the limit, use $\varphi'(t)=-t\varphi(t)$ and integrate by parts:

$$\Phi(-u)=\int_u^\infty\frac{t\varphi(t)}{t}\,dt=\frac{\varphi(u)}{u}-\int_u^\infty\frac{\varphi(t)}{t^2}\,dt .$$

The last integral is positive and smaller than $\Phi(-u)/u^2$. Hence $\varphi(u)/u$ exceeds $\Phi(-u)$ by a relative amount below $1/u^2$. Since $e^{-u^2/2}=\sqrt{2\pi}\,\varphi(u)$, the theorem reads $n=s_p\varphi(u)/(\sqrt{2\pi}\,s_w)$. Dividing $\varphi(u)/u$ by this gives the limit. $\square$

**Corollary 2.** The probability that a segment of length $L$ has negative width anywhere is at most $\Phi(-u)+nL$.

*Proof.* Apart from events of probability zero, such a segment either starts below zero, with probability $\Phi(-u)$, or contains an entry. Since $N$ is a whole number, the probability of $N\ge1$ is at most $\langle N\rangle=nL$. $\square$

The bound holds even if pinches cluster. It counts a segment with several entries more than once, so it can lie well above the true probability when $nL$ is not small, and also at small $nL$ if entries come in clusters, as they do when the width is smooth only on a scale far shorter than its correlation length.

## Part II. A resist model, numbers and limits of validity

### Symbols and results carried over

The width is $w=W+d$, with mean $W$, standard deviation $s_w$, slope standard deviation $s_p$ and reduced distance $u=W/s_w$. For a stationary Gaussian $d$ with continuous paths and finite $s_p$, the density of entries into $w<0$ is

$$n=\frac{1}{2\pi}\frac{s_p}{s_w}e^{-u^2/2}.$$

The variances are $s_w^2=\int S\,dk/2\pi$ and $s_p^2=\int k^2S\,dk/2\pi$. The mean pinch length is $\ell=\Phi(-u)/n$, where $\Phi(-u)$ is the Gaussian probability of $w<0$. A segment of length $L$ fails with probability at most $\Phi(-u)+nL$. Two edges of variance $s_e^2$ and correlation $c$ give $s_w^2=2(1-c)s_e^2$.

### Smoothed exponential noise

Let the noise before smoothing have autocovariance $s_0^2e^{-|\tau|/X}$. Its spectrum is

$$S_0(k)=2s_0^2\int_0^\infty e^{-\tau/X}\cos(k\tau)\,d\tau=\frac{2s_0^2X}{1+k^2X^2}.$$

A diffusing species in the resist smears this noise. Model the smearing as a convolution along the line with a normalized Gaussian of standard deviation $b$, called the blur. Each Fourier amplitude is multiplied by $e^{-k^2b^2/2}$ and the spectrum by the square of this factor:

$$S(k)=\frac{2s_0^2X}{1+k^2X^2}\,e^{-k^2b^2}.$$

Rice's formula now gives the pinch density from the mean width and the variances of width and slope, and the spectrum of the blurred resist noise has been written down. What remains is to calculate the two variances from this spectrum, work through a numerical example, compare the formula with simulation and examine the limits of the model.
